\section*{Ion flux to a biased wafer from bias power and ion energy}

\section*{Problem}

A wafer of diameter $D=300$ mm lies on a radiofrequency-biased electrode in an argon plasma. The bias supplies a time-averaged power $P=100$ W, and the ions that reach the wafer have a mean energy $\bar E=200$ eV.

\begin{enumerate}
\item[(a)] Estimate the ion flux $\Gamma$, in ions per square centimetre per second, if all the bias power becomes kinetic energy of ions landing uniformly on one face of the wafer.
\item[(b)] Does the answer depend on the shape of the ion energy spectrum?
\item[(c)] The plasma would send ions to the wafer even without bias. How much of the 200 eV does the bias really pay for?
\item[(d)] Find how far the estimate moves when the main idealisations are dropped one at a time, and then together.
\end{enumerate}

For (c) and (d) take these rough typical values for an inductively coupled etcher: electron temperature 3 eV, bias frequency 13.56 MHz, argon at 10 mTorr and 400 K, charge-exchange cross-section $4\times10^{-15}$ cm$^2$, and 0.1 secondary electrons per ion. The powered electrode is 340 mm wide, 80\,\% of the generator power reaches it, the plasma is 10 cm long, and the electron collision coefficient is $10^{-7}$ cm$^3$/s.

\section*{(a) The energy balance}

Let $N$ ions arrive in a time $t$. Their total kinetic energy is $N\bar E$, by the definition of a mean. The bias supplies $Pt$ in that time, and by assumption all of it goes to these ions. Hence
\begin{equation}
N\bar E=Pt\quad\Longrightarrow\quad \frac{N}{t}=\frac{P}{\bar E}.
\end{equation}
Flux is arrival rate divided by area $A=\pi D^2/4$:
\begin{equation}
\Gamma=\frac{P}{A\bar E}=\frac{4P}{\pi D^2\bar E}.
\label{flux}
\end{equation}
With $P$ in watts, $\bar E$ must be in joules. One ion carries
\begin{equation}
\bar E=200\times1.602\times10^{-19}\ \mathrm{J}=3.204\times10^{-17}\ \mathrm{J},
\end{equation}
so the arrival rate is
\begin{equation}
\frac{P}{\bar E}=\frac{100}{3.204\times10^{-17}}\ \mathrm{s^{-1}}
=3.121\times10^{18}\ \mathrm{s^{-1}}.
\end{equation}
The wafer area is $\pi(30\ \mathrm{cm})^2/4=706.9$ cm$^2$, and
\begin{equation}
\Gamma=\frac{3.121\times10^{18}}{706.9}\ \mathrm{cm^{-2}\,s^{-1}}
\approx4.4\times10^{15}\ \mathrm{cm^{-2}\,s^{-1}}.
\end{equation}

There is a quick way to the same number. A singly charged ion of 200 eV has the energy of one elementary charge falling through 200 V, so the ion current is $100\ \mathrm{W}/200\ \mathrm{V}=0.5$ A. Spread over the wafer, this is 0.707 mA/cm$^2$.

Small relative errors in the inputs combine as
\begin{equation}
\frac{\delta\Gamma}{\Gamma}\approx\frac{\delta P}{P}-\frac{\delta\bar E}{\bar E}-2\frac{\delta D}{D},
\end{equation}
which follows from taking the logarithm of (\ref{flux}) and differentiating.

Equation (\ref{flux}) infers a flux from a power and an energy. It does not say that more bias power makes more ions. Where a separate source sustains the plasma, that source mainly sets $\Gamma$. If $\Gamma$ is held fixed while $P$ is doubled, the same balance gives $\bar E=400$ eV.

\section*{(b) Which average energy}

Let $f(E)\,dE$ be the fraction of arriving ions with energy between $E$ and $E+dE$, and let $R=N/t$ be their total rate. The power they carry is
\begin{equation}
P=R\int E f(E)\,dE=R\bar E .
\end{equation}
The spectrum enters through its arithmetic mean alone. Two spectra of different shape but equal mean give the same flux.

The average of $1/E$ over the arriving ions must not be used. By the Cauchy--Schwarz inequality,
\begin{equation}
1=\left\langle\sqrt{E}\,\frac{1}{\sqrt{E}}\right\rangle^2\le\langle E\rangle\left\langle\frac1E\right\rangle ,
\end{equation}
so $P\langle1/E\rangle/A$ is never below the correct flux, and it exceeds it for any spectrum with a spread. As an example, take $E=200\ \mathrm{eV}+(193.5\ \mathrm{eV})\sin\theta$ with all phases $\theta$ equally likely. This is the spectrum for a bias so slow that the voltage hardly changes while an ion crosses the sheath; part (c) shows where the amplitude comes from. The wrong average gives $1.7\times10^{16}$ cm$^{-2}$ s$^{-1}$, about four times too much, because slow ions dominate $\langle1/E\rangle$: the 12\,\% of ions below 20 eV supply about 62\,\% of it. The size of the error depends on the spread: the ions computed in part (c) for 13.56 MHz span only 151 to 252 eV, and for them the wrong average is off by only a few per cent. Drawing ions at random from the broad slow-bias spectrum until they have used $8\times10^7$ eV, and scaling their number to 100 W, gives $4.419\times10^{15}$ cm$^{-2}$ s$^{-1}$. This agrees with (\ref{flux}) to about 0.1\,\%.

\section*{(c) What the bias pays for}

\subsection*{The mean sheath voltage}

The sheath is the thin, electron-poor layer between plasma and wafer. Let $V(t)$ be the potential at its plasma edge minus that of the wafer. Assume a sinusoidal bias and a grounded wall so large that its own sheath takes little of the oscillating voltage:
\begin{equation}
V(t)=V_{\rm dc}+V_{\rm rf}\sin\omega t .
\end{equation}
Write the electron temperature as a voltage, $T=3$ V. Ions enter the sheath at the Bohm speed $u_B=\sqrt{eT/M}$, where $M$ is the ion mass. Their flux is $n_su_B$, with $n_s$ the density at the sheath edge, and is here taken as steady. Maxwellian electrons of mass $m$ strike a surface with flux $n_s\sqrt{eT/(2\pi m)}$ when there is no barrier. The barrier $V$ reduces this by $e^{-V/T}$. The ratio of electron to ion flux is therefore
\begin{equation}
r(t)=\sqrt{\frac{M}{2\pi m}}\,e^{-V/T}=e^{(V_f-V)/T},\qquad
V_f=\frac T2\ln\frac{M}{2\pi m}.
\end{equation}
Here $V_f=14.04$ V is the sheath voltage at which the two fluxes balance without bias.

A blocking capacitor in the bias line passes no steady current, so $\langle r\rangle=1$ over a cycle. Put $z=V_{\rm rf}/T$. The modified Bessel functions are the cycle averages
\begin{equation}
I_0(z)=\langle e^{-z\sin\omega t}\rangle,\qquad
I_1(z)=\frac{dI_0}{dz}=-\langle\sin\omega t\;e^{-z\sin\omega t}\rangle .
\end{equation}
The condition $\langle r\rangle=1$ becomes
\begin{equation}
e^{(V_f-V_{\rm dc})/T}I_0(z)=1\quad\Longrightarrow\quad
V_{\rm dc}=V_f+T\ln I_0(z).
\end{equation}

An ion enters with $\tfrac12Mu_B^2=eT/2$, or 1.5 eV. If it gains the mean voltage, its mean energy at the wafer is $e(V_{\rm dc}+T/2)$. Setting this to 200 eV requires $V_{\rm dc}=198.5$ V, and the last equation then gives $V_{\rm rf}=193.5$ V. The smallest sheath voltage in the cycle is 5.0 V. It stays positive, as the barrier factor requires.

\subsection*{The bias work per ion}

The net charge crossing the sheath, per ion, is $e(1-r)$, and it falls through $V$. The sheath also carries a capacitive current, but its charge is taken to be a function of $V$, so $V\,dQ$ integrates to zero over a closed cycle. The bias work per ion is then
\begin{align}
\frac We&=\langle V(1-r)\rangle=V_{\rm dc}-\langle Vr\rangle\\
&=V_{\rm dc}-V_{\rm dc}\langle r\rangle-V_{\rm rf}\langle r\sin\omega t\rangle\\
&=-V_{\rm rf}\,\frac{\langle\sin\omega t\;e^{-z\sin\omega t}\rangle}{I_0(z)}
=V_{\rm rf}\frac{I_1(z)}{I_0(z)} .
\label{work}
\end{align}
The first line uses $\langle V\rangle=V_{\rm dc}$, the second inserts $V(t)$, and the third uses $\langle r\rangle=1$.

For the example $W=192.0$ eV. The missing 8.0 eV is paid by the plasma source. Of this, 1.5 eV is the ion's entry energy. The other 6.5 eV is the energy lost by the one electron that, on average, climbs the barrier for each ion. That electron crosses near the voltage minimum, which is why the sum is small.

Two limits show when this matters. For $z\gg1$, $I_1/I_0\approx1-1/(2z)$, so
\begin{equation}
\frac We\approx V_{\rm rf}-\frac T2=193.5\ \mathrm V-1.5\ \mathrm V=192.0\ \mathrm V .
\end{equation}
For $z\ll1$, $I_0\approx1$ and $I_1\approx z/2$, so $W/e\approx V_{\rm rf}^2/(2T)$, which vanishes with the bias. The ions still arrive with $V_f+T/2$, about 15.5 eV, but the bias pays almost nothing. Equation (\ref{flux}) would then predict nearly zero flux, which is wrong. The estimate needs a bias amplitude far above the electron temperature.

Replacing $\bar E$ by $W$ in (\ref{flux}) multiplies the inferred flux by $200/192.0=1.04$.

\subsection*{Does an ion gain the mean voltage?}

Let $x$ run from the sheath edge to the wafer at $x=s$, and let the field be $V(t)g(x)$ with $\int_0^s g\,dx=1$. The field does work on the ions at the rate $e\Gamma(x,t)V(t)g(x)$ per unit volume, where $\Gamma(x,t)$ is the local flux. Dividing the cycle-averaged work by the mean flux $\Gamma$ gives the mean gain per ion:
\begin{equation}
\Delta\bar E=\frac e\Gamma\int_0^s g(x)\,\langle\Gamma(x,t)V(t)\rangle\,dx .
\end{equation}
Now write $\Gamma(x,t)=\Gamma+\tilde\Gamma(x,t)$, where $\tilde\Gamma$ averages to zero:
\begin{equation}
\Delta\bar E=eV_{\rm dc}+\frac{eV_{\rm rf}}{\Gamma}\int_0^s g(x)\,\langle\tilde\Gamma(x,t)\sin\omega t\rangle\,dx .
\end{equation}
The gain equals $eV_{\rm dc}$ if the flux stays unmodulated. If ions bunch in step with the voltage, the second term remains.

Ion trajectories were computed in a sheath of fixed thickness 1.85 mm with $g=\tfrac43x^{1/3}/s^{4/3}$, a profile derived in part (d). The mean arrival energy is 200.1 eV at 0.05 MHz, where the voltage hardly changes during a crossing, and 199.9 eV at 271.2 MHz, where an ion crosses during many periods. At 13.56 MHz an ion starting from rest would cross in 2.4 periods at the mean voltage; the computed ions enter at the Bohm speed and need rather less. The crossing is thus neither short nor long compared with a period, and the mean is 215 eV, which is 7.5\,\% above the simple rule. The energies run from 151 to 252 eV.

This shift does not alter (a), where 200 eV is given for the arriving ions. It matters if $\bar E$ is inferred from the sheath voltage. In this model an engineer who read 200 eV from the voltage would find a flux 7.5\,\% too high; with 215 eV the balance gives $4.1\times10^{15}$ cm$^{-2}$ s$^{-1}$. The shift is sensitive to the crossing time: in the same model a sheath 20\,\% thicker gives a mean of 192 eV, below the simple rule. A real sheath also changes thickness during the cycle, so neither the size nor the sign of this shift should be carried over to a real etcher.

\section*{(d) Dropping the idealisations}

\subsection*{Sheath thickness}

Collisions depend on how thick the sheath is. For an estimate take a steady voltage $V=V_{\rm dc}$, ions starting from rest, and no electrons in the sheath. Let $\phi(x)$ be the potential drop from the sheath edge. The ion speed is $\sqrt{2e\phi/M}$, and the charge density is the current density $J$ divided by that speed. Poisson's equation reads
\begin{equation}
\phi''=K\phi^{-1/2},\qquad K=\frac{J}{\varepsilon_0\sqrt{2e/M}} .
\end{equation}
The sign is positive because $\phi$ is a drop, the negative of the potential. Multiply by $\phi'$ and integrate, with $\phi=\phi'=0$ at $x=0$:
\begin{equation}
\tfrac12\phi'^2=2K\phi^{1/2}\quad\Longrightarrow\quad
\phi^{-1/4}\phi'=2\sqrt K .
\end{equation}
A second integration gives $\tfrac43\phi^{3/4}=2\sqrt K\,x$. Hence $\phi=V(x/s)^{4/3}$, and setting $\phi=V$ at $x=s$ gives Child's law,
\begin{equation}
s^2=\frac{4}{9}\frac{V^{3/2}}{K}
=\frac49\,\varepsilon_0\sqrt{\frac{2e}{M}}\,\frac{V^{3/2}}{J}.
\end{equation}
With $M=6.634\times10^{-26}$ kg, 198.5 V and 0.707 mA/cm$^2$, this is $s=1.85$ mm. An oscillating sheath becomes thicker than this during part of each cycle, so the charge-exchange loss found below is too low: a collisionless sheath with a moving electron edge, at the same mean voltage and flux, reaches about 3 mm and raises the loss from about 0.07 to about 0.10.

\subsection*{Charge exchange}

A fast ion can take an electron from a slow argon atom. The fast particle flies on as a neutral, and a new ion starts almost at rest. The number of ions is unchanged, but part of the energy reaches the wafer in neutrals. The free path is
\begin{equation}
\lambda=\frac1{n_g\sigma}=\frac{k_BT_g}{p\,\sigma}=10.4\ \mathrm{mm},
\end{equation}
where $n_g$, $T_g$ and $p$ are the density, temperature and pressure of the gas. Put $a=s/\lambda=0.179$ (from unrounded lengths) and $\xi=x/s$. The chance that an ion's last collision lies in $d\xi$ is $a\,d\xi$, for a collision there, times $e^{-a(1-\xi)}$, for none afterwards. The voltage already spent at that point is $V\xi^{4/3}$, so the energy fraction given to neutrals is
\begin{equation}
f=\int_0^1\xi^{4/3}a\,e^{-a(1-\xi)}\,d\xi .
\end{equation}
For small $a$ the exponential is close to one and $f\approx3a/7=0.077$. The full integral gives 0.073.

If the surviving ions average $\bar E$, the field spends $\bar E/(1-f)$ per ion. The inferred flux is multiplied by $1-f=0.927$. At fixed sheath thickness $a$ is proportional to pressure, so the correction grows with pressure.

\subsection*{Electrons, area and matching}

Each ion releases on average $\gamma=0.1$ electrons from the surface. They fall through about the same voltage in the opposite direction, so the energy cost per ion rises to about $(1+\gamma)\bar E$. The flux factor is $1/1.1=0.909$.

If ions land equally densely on the whole 340 mm electrode, the wafer receives the fraction $(300/340)^2=0.779$ of the power. If the 100 W is read at the generator, the delivered fraction 0.8 is a further factor.

The bias current also heats plasma electrons by friction. If the sheath is treated as a capacitor of fixed thickness $s$, the capacitive current density has amplitude
\begin{equation}
J_{\rm rf}=\frac{\varepsilon_0\omega V_{\rm rf}}{s}=7.9\ \mathrm{mA/cm^2}.
\end{equation}
In a plasma of density $n$ the electrons drift at $u=J_{\rm rf}\cos\omega t/(en)$. With collision rate $\nu$ the friction force on each is $m\nu u$, so the mean power per area over a plasma length $L$ is
\begin{equation}
S=L\,\langle nm\nu u^2\rangle=\frac{m\nu LJ_{\rm rf}^2}{2e^2n},
\end{equation}
because $\langle\cos^2\omega t\rangle=1/2$. The density follows from the flux itself. At the sheath edge $n_s=\Gamma/u_B=1.6\times10^{10}$ cm$^{-3}$, with $u_B=2.69\times10^5$ cm/s. If ions reach $u_B$ without collisions, the potential drop $T/2$ that accelerates them implies a bulk density $n=n_se^{1/2}=2.7\times10^{10}$ cm$^{-3}$. With a free path much shorter than the plasma, as found above, collisions make the true bulk density higher and the friction smaller. With the collisionless value of $n$, friction from the capacitive current takes about 0.7\,\% of the bias power. The short pulses of electron current that reach the wafer near the voltage minimum are left out here and would add somewhat to this.

\subsection*{The cases side by side}

Each row except the first and last changes one assumption and keeps $P=100$ W and $\bar E=200$ eV.

\begin{center}
\begin{tabular}{lcc}
\hline
Case & Factor & $\Gamma$ ($10^{15}$ cm$^{-2}$ s$^{-1}$)\\
\hline
All power to ions on wafer & 1 & 4.4\\
Plasma source pays its share & 1.04 & 4.6\\
Charge exchange & 0.927 & 4.1\\
Secondary electrons & 0.909 & 4.0\\
340 mm electrode & 0.779 & 3.4\\
80\,\% of power delivered & 0.8 & 3.5\\
Electron friction & 0.993 & 4.4\\
All of these & 0.54 & 2.4\\
\hline
\end{tabular}
\end{center}

The last row multiplies the factors, each computed at the uncorrected flux. It neglects their influence on one another: a lower flux, for instance, means a thicker sheath and more charge exchange. Solving these effects together gives about 0.52, or $2.3\times10^{15}$ cm$^{-2}$ s$^{-1}$. The row is a first-order estimate for the effects listed, not a full power budget.

\section*{Reading the result beside a real etcher}

The inferred bulk density lies towards the low end of the rough range $10^{10}$ to $10^{12}$ cm$^{-3}$ for inductively coupled plasmas, and 100 W is a modest bias for a 300 mm wafer. Among the effects in the table, the assumption that costs most is that every watt shown by the generator lands on the wafer. Electrode area and matching loss together give $0.779\times0.8=0.62$, a larger change than all the sheath corrections combined. Both can be reduced by measuring power at the electrode and using the area that ions actually strike. The table also keeps the assumption of part (c) that the grounded wall is very large. In a chamber only 10 cm tall the grounded area may be just a few times that of the electrode, and the bias then does work in the wall sheath too. With both sheaths treated as Child-law capacitors in series and equal ion flux on both, this multiplies the inferred flux by about 0.8 for an area ratio of 2 and about 0.9 for a ratio of 5. That is comparable with the largest entries in the table, and measuring power at the electrode does not remove it. Heating of electrons by the moving sheath edge, multiply charged ions and radial nonuniformity are not included either. Sheath-edge heating would lower the inferred flux; nonuniformity makes the result an average over the wafer, not a local value. The numerical output below lists the inputs and intermediate values.

\section*{Calculated quantities}
\begin{verbatim}
Bias power: 100 W
Mean ion energy: 200 eV
Wafer diameter: 300 mm
Wafer area: 706.9 cm2
Elementary charge: 1.602e-19 C
Energy per ion: 3.204e-17 J
Ion arrival rate: 3.121e+18 1/s
Ion current if singly charged: 0.5 A
Power per wafer area: 0.1415 W/cm2
ION FLUX: 4.415e+15 1/(cm2 s)
Ion current density: 0.7074 mA/cm2
Flux from counting ions: 4.419e+15 1/(cm2 s)
Wrong flux from averaging 1/E: 1.741e+16 1/(cm2 s)
Electron temperature: 3 eV
Argon ion mass: 6.634e-26 kg
Bohm speed: 2.692e+05 cm/s
Implied sheath-edge density: 1.64e+10 1/cm3
Implied bulk density: 2.7e+10 1/cm3
Floating sheath voltage: 14.04 V
Sheath rf amplitude: 193.5 V
Mean sheath voltage: 198.5 V
Minimum sheath voltage: 5.04 V
Bias work per ion: 192 eV
Plasma source share per ion: 8.04 eV
Bias frequency: 13.56 MHz
Sheath thickness: 1.85 mm
Crossing time in bias periods: 2.43 (no unit)
Trajectory mean, steady voltage: 200 eV
Slow test frequency: 0.05 MHz
Trajectory mean, slow bias: 200.1 eV
Fast test frequency: 271.2 MHz
Trajectory mean, fast bias: 199.9 eV
Trajectory mean, example bias: 215 eV
Mean-energy shift, example bias: 7.5 %
Trajectory lowest energy: 151 eV
Trajectory highest energy: 252 eV
Gas pressure: 10 mTorr
Gas temperature: 400 K
Charge-exchange cross-section: 4e-15 cm2
Charge-exchange free path: 10.4 mm
Energy fraction to fast neutrals: 0.0726 (no unit)
Secondary electron yield: 0.1 (no unit)
Powered electrode diameter: 340 mm
Delivered power fraction: 0.8 (no unit)
Plasma length: 10 cm
Electron collision coefficient: 1e-07 cm3/s
RF current density: 7.89 mA/cm2
Ohmic fraction of bias power: 0.007 (no unit)
Flux factor, plasma share: 1.04 (no unit)
Flux factor, charge exchange: 0.927 (no unit)
Flux factor, secondary electrons: 0.909 (no unit)
Flux factor, electrode area: 0.779 (no unit)
Flux factor, ohmic heating: 0.993 (no unit)
Combined flux factor: 0.54 (no unit)
Corrected flux, rough: 2.4e+15 1/(cm2 s)
\end{verbatim}
